# Flat-band voltage shift from positive charge at a silicon–silica interface

## Problem

A metal–oxide–silicon capacitor has an aluminium gate, 5.0 nm of silicon dioxide and uniformly doped p-type silicon with $N_A=1.0\times10^{17}\ \mathrm{cm^{-3}}$ acceptors, at 300 K. Processing has left $N=1.0\times10^{12}\ \mathrm{cm^{-2}}$ fixed charges, each $+e$, in the plane where the oxide meets the silicon.

The flat-band voltage is the gate voltage, relative to the silicon bulk, at which the silicon bands are flat up to the interface. By how much, and in which direction, does the sheet of charge shift it? How does the answer change if the charge lies inside the oxide? What does the sheet do if the gate stays at the old flat-band voltage?

Take relative permittivities of 3.9 for the oxide and 11.7 for silicon, and write $\epsilon_{ox}=3.9\,\epsilon_0$ and $\epsilon_s=11.7\,\epsilon_0$. The charge is first treated as smeared evenly over its plane and independent of bias. The oxide is otherwise neutral and carries no current.

## First estimate by scaling

A sheet with charge $eN$ per area produces a field of order $eN/\epsilon_{ox}$. Across a thickness $t$ this gives a voltage

$$|\Delta V|\sim f\,\frac{eNt}{\epsilon_{ox}},$$

where $f$ is a number that scaling cannot supply. With $eN\approx1.6\times10^{-7}\ \mathrm{C/cm^2}$ and $\epsilon_{ox}/t\approx7\times10^{-7}\ \mathrm{F/cm^2}$, the voltage scale is about 0.2 V.

For a guess at $f$, consider an isolated sheet. By symmetry it sends half its flux to each side, so its field is $eN/(2\epsilon_{ox})$. This suggests $f=1/2$ and a shift of about 0.1 V. The sign should be negative, because a negative gate is needed to counter positive charge. The weak point is the equal division of the flux: the sheet is not isolated, and the flat-band condition restricts where the flux may go.

## Exact solution for the smeared sheet

**Gauge of the voltage.** Let $x$ be the distance from the gate, so that the interface is at $x=t$. Let $\varphi(x)$ be the electrostatic potential, zero deep in the silicon. The gate voltage is

$$V_G=V_{ms}+\varphi(0),$$

where the constant $V_{ms}$ contains the work-function difference between gate and silicon. Without oxide charge, flat bands mean $\varphi=0$ everywhere, so the old flat-band voltage is $V_{ms}$. With the sheet, $V_{ms}$ is assumed unchanged. The shift is therefore the value of $\varphi(0)$ that makes the silicon flat.

**Field.** The displacement is $D=-\epsilon\,d\varphi/dx$, positive when it points from gate to silicon. Gauss's law across the charged plane reads

$$D(t^+)-D(t^-)=eN.$$

Flat bands mean $d\varphi/dx=0$ in the silicon, hence $D(t^+)=0$ and

$$D(t^-)=-eN.$$

All the flux enters the oxide and points towards the gate, where it ends on a charge $-eN$ per area. The oxide contains no other charge, so $D$ is constant there and

$$\frac{d\varphi}{dx}=-\frac{D}{\epsilon_{ox}}=\frac{eN}{\epsilon_{ox}}.$$

**Voltage.** Integration from gate to interface gives $\varphi(t)-\varphi(0)=eNt/\epsilon_{ox}$. Since $\varphi(t)=0$ at flat band,

$$\boxed{\Delta V_{FB}=\varphi(0)=-\frac{eNt}{\epsilon_{ox}}=-\frac{eN}{C_{ox}}},\qquad C_{ox}=\frac{\epsilon_{ox}}{t}.$$

**Numbers.** The two factors are

$$eN=(1.6022\times10^{-19}\ \mathrm{C})(10^{12}\ \mathrm{cm^{-2}})=0.1602\ \mathrm{\mu C/cm^2},$$

$$C_{ox}=\frac{3.9\,(8.8542\times10^{-14}\ \mathrm{F/cm})}{5.0\times10^{-7}\ \mathrm{cm}}=0.6906\ \mathrm{\mu F/cm^2}.$$

Their ratio gives

$$\Delta V_{FB}=-\frac{0.1602}{0.6906}\ \mathrm{V}=-0.232\ \mathrm{V}.$$

A numerical solution of the nonlinear Poisson equation in oxide and silicon, with the gate voltage varied until the surface potential vanished, also gave $-0.2320$ V.

## Charge inside the oxide

Let the oxide contain a charge density $\rho(x)$, with any interface sheet included in it. At flat band the displacement vanishes just inside the silicon. Gauss's law between $x$ and the silicon gives

$$0-D(x)=\int_x^t\rho(x')\,dx',\qquad \frac{d\varphi}{dx}=\frac1{\epsilon_{ox}}\int_x^t\rho(x')\,dx'.$$

Integrate once more and exchange the order of integration. A given $x'$ contributes for every $x$ between 0 and $x'$, which supplies a factor $x'$:

$$-\varphi(0)=\frac1{\epsilon_{ox}}\int_0^t dx\int_x^t\rho(x')\,dx'
=\frac1{\epsilon_{ox}}\int_0^t x'\rho(x')\,dx'.$$

Thus

$$\Delta V_{FB}=-\frac1{\epsilon_{ox}}\int_0^t x\,\rho(x)\,dx.$$

Each charge counts in proportion to its distance from the gate. With $N$ held fixed, a sheet in the middle of the oxide gives half the interface result, $-0.116$ V, and charge at the gate gives none. Charge spread evenly over the last 1 nm of oxide has a mean distance of 4.5 nm from the gate, so the shift is $(4.5/5.0)(-0.232\ \mathrm V)=-0.209$ V. The Poisson solution reproduced both the mid-oxide and the spread-layer values.

The thickness dependence also differs. At fixed $N$, interface charge gives a shift proportional to $t$. A uniform density $\rho$ throughout the oxide gives $-\rho t^2/(2\epsilon_{ox})$, which is quadratic in $t$ at fixed $\rho$.

## Gate held at the old flat-band voltage

Now let $V=V_G-V_{ms}$ be arbitrary. Call the potential at the interface $\psi_s$ and the silicon charge per area $Q_s$. The field vanishes deep in the silicon, so Gauss's law gives $D(t^+)=-Q_s$. Crossing the sheet gives $D(t^-)=-Q_s-eN$. Since $\varphi(0)=\psi_s+D(t^-)t/\epsilon_{ox}$,

$$V=\psi_s-\frac{Q_s}{C_{ox}}-\frac{eN}{C_{ox}}.$$

In thermal equilibrium $Q_s$ depends on $\psi_s$ but not separately on $N$. Adding the sheet therefore lowers the voltage needed for any chosen $\psi_s$ by the same $eN/C_{ox}$. The curve of surface potential against gate voltage slides by $-0.232$ V without changing shape. The numerical solutions confirmed this at charge-free voltages $V=-0.8$, $-0.2$, 0.3 and 1.0 V.

If the gate is left at $V=0$, the bands cannot remain flat, because

$$\psi_s-\frac{Q_s}{C_{ox}}=\frac{eN}{C_{ox}}=0.232\ \mathrm V.$$

To find how the two terms share this voltage, use Poisson's equation in the silicon. The positive potential repels holes; electrons are negligible at the modest bending found below, and all acceptors are taken as ionized. With $V_T=k_BT/e=0.0259$ V,

$$\epsilon_s\frac{d^2\varphi}{dx^2}=eN_A\left(1-e^{-\varphi/V_T}\right).$$

Multiply by $d\varphi/dx$ and integrate from the bulk, where both $\varphi$ and its slope vanish:

$$\frac{\epsilon_s}{2}\left(\frac{d\varphi}{dx}\right)^2=eN_A\left[\varphi+V_T\left(e^{-\varphi/V_T}-1\right)\right].$$

At the surface $Q_s=-D(t^+)=\epsilon_s\,d\varphi/dx$, which is negative. When $\psi_s$ is several times $V_T$ the exponential can be dropped, leaving

$$Q_s\approx-\sqrt{2\epsilon_s eN_A(\psi_s-V_T)}.$$

The full numerical solution gives $\psi_s=0.142$ V. Substitution checks it:

$$|Q_s|\approx\sqrt{(3.32\times10^{-14})(0.142-0.026)}\ \mathrm{C/cm^2}=0.062\ \mathrm{\mu C/cm^2}.$$

Division by $C_{ox}$ gives 0.090 V, and $0.142+0.090=0.232$ V, as required. The silicon carries 0.388 of the image charge and the gate 0.612. The sheet has depleted the silicon surface of holes.

## Comparison of estimate and solution

Scaling found the right combination $eNt/\epsilon_{ox}$, but the equal-flux guess gave half the magnitude. The exact factor is $f=1$, because flat bands exclude flux from the silicon and force the whole image charge onto the gate. At the old flat-band voltage the gate's share is 0.612, which is neither one half nor one. That share depends on doping, oxide thickness and $N$; the flat-band share in this model does not.

## What the smeared-sheet model leaves out

**Discrete charges.** The typical spacing $N^{-1/2}=10$ nm is twice the oxide thickness, so the potential varies along the interface. To estimate the variation, linearize the silicon response near flat band: $eN_A(1-e^{-\varphi/V_T})\approx eN_A\varphi/V_T$. This defines the Debye length $L=\sqrt{\epsilon_sV_T/(eN_A)}=12.9$ nm.

For lateral wave number $k$, the potential of one interface charge varies as $\sinh kx$ in the oxide, vanishing at the gate, and as $e^{-\kappa(x-t)}$ in the silicon, with $\kappa=\sqrt{k^2+L^{-2}}$. If its value at the interface is $A_k$, the flux leaving on the two sides must add to $e$:

$$A_k\left[\epsilon_{ox}k\coth(kt)+\epsilon_s\kappa\right]=e.$$

At depth $d$ in the silicon the amplitude is $\varphi_k=A_ke^{-\kappa d}$. For independently placed charges, the variance is $N$ times the area integral of the squared single-charge potential. In terms of $\varphi_k$ this is

$$\sigma^2=N\int\frac{d^2k}{(2\pi)^2}\,\varphi_k^2=\frac{N}{2\pi}\int_0^\infty k\,\varphi_k^2\,dk.$$

At $d=1$ nm it gives $\sigma=51$ mV, and summing the potentials of randomly placed charges in the same linear model also gave 51 mV. The value depends on the depth chosen. At large $k$ the integrand behaves as $e^{-2kd}/k$, so $\sigma$ grows logarithmically as $d\to0$; the same integral gives 84 mV at 0.1 nm and 22 mV at 5 nm. Within about 4 nm of the interface the spread exceeds $V_T=25.9$ mV, where the linearization is not justified. The holes matter little for $\sigma$ itself, since dropping them ($\kappa=k$) gives 57 mV at 1 nm. The doping is also treated as a continuum, although the acceptors are about 21 nm apart, more than $L$. The number is therefore only the size of the effect. "Flat band" then describes a lateral average, not every point. The spread is a local variation, not an error bar on the mean shift. In the linear model the mean equals the smeared-sheet result. Beyond it, the convex factor $e^{-\varphi/V_T}$ adds more holes between the charges than it removes near them, and the average becomes ambiguous. Zero mean surface potential needs a more negative gate voltage than the smeared value, and zero net silicon charge needs a less negative one. Each differs from the smeared value by roughly 10 mV for these parameters.

**Field penetration into the gate.** Model aluminium as a free-electron gas with a sharp edge, density $n=1.8\times10^{23}\ \mathrm{cm^{-3}}$ and Fermi energy $E_F=11.6$ eV. Since $n\propto E_F^{3/2}$, a small potential $\varphi$, measured from the gate interior, adds electrons of density $\delta n=3ne\varphi/(2E_F)$. Poisson's equation becomes

$$\frac{d^2\varphi}{dx^2}=\frac{e\,\delta n}{\epsilon_0}=\frac{\varphi}{\lambda^2},\qquad \lambda=\sqrt{\frac{2\epsilon_0E_F}{3e^2n}}=0.049\ \mathrm{nm}.$$

The potential decays into the metal over $\lambda$, starting from a surface field $eN/\epsilon_0$. The extra drop is $eN\lambda/\epsilon_0\approx9$ mV. In this model the gate interior lies below its surface in potential, which makes the shift about 9 mV more negative. The sign cannot be carried over to real aluminium. There the electrons spill out beyond the edge of the ions, and the added charge can be centred outside that edge, which would make the shift less negative. The model gives only a rough size, of order 10 mV.

**Interface traps.** Traps change their charge as the Fermi level moves. Midgap lies above the bulk Fermi level by $V_T\ln(N_A/n_i)\approx0.42$ V times $e$, for a rough intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$. With a rough trap density of $10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$, this range holds about $4\times10^{10}$ traps per $\mathrm{cm^2}$, enough for about 10 mV if each carries one charge. At flat band these traps lie above the Fermi level and are empty. Donor-like traps are then positive and make the shift more negative; acceptor-like traps are neutral and add nothing. Traps above midgap are empty too, so any donor-like ones there would add to this estimate. If the traps appear together with the fixed charge, their bias-dependent charge also changes the shape of the curve of surface potential against gate voltage.

**Leakage, breakdown and degeneracy.** The flat-band oxide field is $0.232\ \mathrm V/5.0\ \mathrm{nm}=0.464$ MV/cm, about 5% of a rough breakdown field of 10 MV/cm. For an electron crossing from gate to silicon, take a rough barrier of 3.1 eV, lowered linearly by 0.232 eV across the film, and a rough mass of 0.4 electron masses. The semiclassical tunnelling factor is $\exp(-2\int_0^t q\,dx)$, where $\hbar q=\sqrt{2m(U-E)}$ and $U-E$ is the local barrier height. The exponent is about 56 and the factor of order $10^{-24}$, so neglecting direct tunnelling is reasonable here. The bulk hole density is about 0.003 of a rough valence-band density of states, $3\times10^{19}\ \mathrm{cm^{-3}}$, which supports Boltzmann statistics in the bulk and in the depleted silicon at the old flat-band voltage. It does not cover the holes that accumulate at the surface at $V=-0.8$ V, but the rigid translation needs only that $Q_s$ be a function of $\psi_s$. The flat-band shift itself did not use those statistics.

## Relation to real capacitors

The chosen charge density is high for a good device. A well-annealed thermal oxide on (100) silicon has roughly $10^{10}$ to $10^{11}$ fixed charges per $\mathrm{cm^2}$, for which the same 5 nm film would shift by about $-2$ to $-23$ mV. The density of $10^{12}\ \mathrm{cm^{-2}}$ used here is at least ten times higher, chosen to make the shift easy to see. Real fixed charge need not lie in one plane: spreading it over the last 1 nm changes the present result by $+23$ mV, the largest of the mean-shift corrections sized here. The value $-0.23$ V therefore belongs to the ideal interface sheet, and corrections of some tens of millivolts are plausible in a real capacitor.

## Calculated quantities

```
INPUTS
sheet density N = 1.00e+12 cm^-2
oxide thickness = 5.0 nm
relative permittivity, oxide = 3.9
relative permittivity, silicon = 11.7
acceptor density = 1.0e+17 cm^-3
intrinsic density (rough) = 1.0e+10 cm^-3
temperature = 300 K
elementary charge = 1.6022e-19 C
vacuum permittivity = 8.8542e-12 F/m
MAIN RESULT
sheet charge = 0.1602 uC/cm2
oxide capacitance = 0.6906 uF/cm2
oxide field at flat band = 0.464 MV/cm
flat-band shift, formula = -0.2320 V
flat-band shift, Poisson solver = -0.2320 V
shift, sheet at mid-oxide = -0.1160 V
shift, charge in last 1 nm = -0.2088 V
IMAGE CHARGE (units of 1e12 e/cm2)
flat band: gate = -1.000
flat band: silicon = 0.000 (size)
old flat-band voltage: gate = -0.612
old flat-band voltage: silicon = -0.388
surface potential there = 0.1420 V
NEGLECTED EFFECTS
typical charge spacing N^(-1/2) = 10.0 nm
silicon Debye length = 12.9 nm
potential spread at 1 nm depth = 51 mV
same, random placement = 51 mV
thermal voltage = 25.9 mV
change from 1 nm charge layer = +23.2 mV
gate electron density (rough) = 1.8e+23 cm^-3
gate Fermi energy = 11.6 eV
gate screening length = 0.049 nm
change from gate screening = -8.8 mV
trap density (rough) = 1.0e+11 cm^-2 eV^-1
trap energy range = 0.417 eV
trap shift (size) = 9.7 mV
breakdown field (rough) = 10 MV/cm
field / breakdown field = 0.046
tunnel barrier (rough) = 3.1 eV
tunnel mass (rough) = 0.4 electron masses
tunnelling exponent = 56.0
tunnelling factor = 5e-25
valence-band states (rough) = 3e+19 cm^-3
holes / valence-band states = 0.0033
```
